# Subthreshold Swing from the Capacitive Divider of Gate, Depletion Layer and Traps

**Q.** Below threshold a transistor's current rises by a decade for every so many millivolts on the gate. You say that this number follows from capacitances. A capacitor passes no steady current, so how can it set one?

**A.** The capacitances set how far the potential at the semiconductor surface moves when the gate moves. That potential sets the number of electrons available to carry current. The quantity to find is the swing

$$S=\frac{dV_G}{d(\log_{10}I_D)}=\ln 10\,\frac{dV_G}{d\ln I_D}=\ln 10\;\frac{dV_G/d\psi_s}{d\ln I_D/d\psi_s}.$$

The second form uses $\log_{10}I_D=\ln I_D/\ln 10$, the third the chain rule. Here $\psi_s$ is the surface potential relative to the neutral, grounded body. The numerator is electrostatics; the denominator is the response of the current.

I take a long n-channel device on a uniformly doped p-type body. Capacitances and charges are per area, $q>0$ is the elementary charge, and $v=kT/q$. Volts, nanometres and µF/cm² suit this problem better than atomic units.

**Q.** Start with the gate. A high-k stack has at least two layers. Which permittivity do you use?

**A.** Both. Without charge inside the layers, the displacement $D$ is the same in each. Layer $j$ has field $D/\varepsilon_j$ and drops the voltage $Dt_j/\varepsilon_j$, so the total drop is $D\sum_j t_j/\varepsilon_j$. The charge on the gate is $D$, hence

$$\frac1{C_{ox}}=\sum_j\frac{t_j}{\varepsilon_j}.$$

Take 2.0 nm of relative permittivity 20 over 0.8 nm of relative permittivity 4. The sum is $(2.0/20+0.8/4)\,\text{nm}/\varepsilon_0=0.30\,\text{nm}/\varepsilon_0$, so $C_{ox}=2.951$ µF/cm². The thin interlayer supplies two thirds of the sum.

**Q.** Real dielectrics contain fixed charge, and gate and body have different work functions. You have dropped both.

**A.** They shift the gate voltage by a constant, which I call $V_0$. The gate charge and the fixed charge together are then $C_{ox}(V_G-V_0-\psi_s)$. Let $Q_{it}$ be the charge in interface traps at the semiconductor surface and $Q_s$ the charge in the semiconductor. No field remains deep in the body, so Gauss's law gives

$$C_{ox}(V_G-V_0-\psi_s)+Q_{it}+Q_s=0.$$

Now change the gate voltage slightly. The constant drops out:

$$C_{ox}(dV_G-d\psi_s)=-dQ_{it}-dQ_s.$$

Define $C_{it}=-dQ_{it}/d\psi_s$ and $C_d=-dQ_s/d\psi_s$. The minus signs make both positive, because a higher $\psi_s$ draws more negative charge. The right side becomes $(C_{it}+C_d)\,d\psi_s$, and dividing by $C_{ox}\,d\psi_s$ gives

$$\frac{dV_G}{d\psi_s}=m=1+\frac{C_d+C_{it}}{C_{ox}}.$$

This is a capacitive divider: the surface receives the fraction $1/m$ of a gate step.

**Q.** Why are traps and depletion layer in parallel? The traps lie between dielectric and semiconductor, which looks like a series arrangement.

**A.** Position alone does not decide it. Both charges respond to the same change $d\psi_s$, measured from the same body, and their charge changes add. That is a parallel connection. The dielectric carries the sum of those charges across a different voltage, $dV_G-d\psi_s$, so it is in series with the pair.

**Q.** A depletion layer is not a parallel-plate capacitor. Its charge is spread out and its edge moves.

**A.** So its capacitance must be derived. Let $x$ run into the semiconductor, let $N_A$ be the density of fully ionized acceptors, and let holes follow Boltzmann statistics. Neglecting electrons for now, the charge density is $qN_A(e^{-\psi/v}-1)$, and Poisson's equation reads

$$\frac{d^2\psi}{dx^2}=\frac{qN_A}{\varepsilon_s}\left(1-e^{-\psi/v}\right).$$

Multiply by $d\psi/dx$. The left side becomes the derivative of $\tfrac12(d\psi/dx)^2$. Integrate from the neutral body, where $\psi$ and its slope vanish, to a point where the field is $F=-d\psi/dx$:

$$\frac{F^2}{2}=\frac{qN_A}{\varepsilon_s}\left(\psi-v+v e^{-\psi/v}\right).$$

At the surface $\psi_s\gg v$, so the exponential is negligible. With $u=\psi_s-v$,

$$F_s=\sqrt{\frac{2qN_Au}{\varepsilon_s}},\qquad Q_s=-\varepsilon_sF_s=-\sqrt{2\varepsilon_sqN_Au}.$$

The sign follows from Gauss's law: field lines enter at the surface and end on negative charge. Since $du=d\psi_s$,

$$C_d=-\frac{dQ_s}{d\psi_s}=\sqrt{\frac{\varepsilon_sqN_A}{2u}}=\frac{\varepsilon_s}{W},\qquad W=\sqrt{\frac{2\varepsilon_su}{qN_A}}.$$

The parallel-plate form returns for small changes because the added charge is centred on the moving edge, a distance $W$ from the surface. The subtraction of $v$ accounts for the gradual hole tail there.

**Q.** And the traps? Some are donor-like and some acceptor-like. Surely their signs differ.

**A.** Their charges differ, but their changes do not. Filling either kind with an electron adds $-q$. If $D_{it}(E)$ is the trap density per area and energy, and $f$ the Fermi occupation, then

$$Q_{it}=\text{constant}-q\int D_{it}(E)f(E)\,dE.$$

Measure $E$ from midgap at the surface. In the body the Fermi level lies $q\phi_F$ below midgap, with $\phi_F=v\ln(N_A/n_i)$ and $n_i$ the intrinsic density. The surface potential lowers the bands by $q\psi_s$, so at the surface $E_F=q(\psi_s-\phi_F)$ and $dE_F/d\psi_s=q$. With $\partial f/\partial E_F=f(1-f)/kT$,

$$C_{it}=q^2\int D_{it}(E)\frac{f(1-f)}{kT}\,dE\approx q^2D_{it}(E_F).$$

The weight $f(1-f)/kT=-\partial f/\partial E$ has unit area and is concentrated within a few $kT$ of $E_F$. The last form therefore needs a density that varies slowly over that range, and a Fermi level well inside the gap. It fails for a single sharp level.

In $q^2D_{it}$ the density is per joule. If it is given per electronvolt, one factor $q$ is absorbed by the conversion. Thus $2.0\times10^{12}$ cm⁻² eV⁻¹ gives $C_{it}=0.320$ µF/cm².

**Q.** Now the current. I expect you to declare it proportional to $e^{\psi_s/v}$ and stop.

**A.** That is nearly right, but the prefactor also moves. First, why the electron density suffices. With constant mobility $\mu$, drift and diffusion together give the current through a channel of width $Z$ as $I_D=q\mu ZN\,dV/dy$. Here $N$ is the electron number per area, and $V$ is the separation of the electron quasi-Fermi potential from its value at the source. Integrate over the channel length $L$:

$$I_DL=q\mu Z\int_0^{V_D}N\,dV\approx q\mu ZNV_D\qquad(V_D\ll v).$$

At such a small drain voltage $N$ hardly varies along the channel, and the trap occupation is close to equilibrium. At fixed $V_D$, then, $d\ln I_D=d\ln N$.

The electron density is $n=n_be^{\psi/v}$, with $n_b=n_i^2/N_A$. Using $dx=-d\psi/F$ and neglecting the few electrons deep in the body,

$$N=\int n\,dx\approx\int^{\psi_s}\frac{n_be^{\psi/v}}{F(\psi)}\,d\psi\approx\frac{v\,n_be^{\psi_s/v}}{F_s}.$$

The last step holds because the exponential falls by a factor $e$ when $\psi$ falls by $v$, while $F$ changes little over that interval. Since $F_s\propto\sqrt u$,

$$\ln N=\text{constant}+\frac{\psi_s}{v}-\frac12\ln u,\qquad \frac{d\ln N}{d\psi_s}=\frac1v-\frac1{2u}=\frac1v\left(1-\frac{v}{2u}\right).$$

A larger surface field squeezes the electrons into a thinner layer, of thickness $v/F_s$, so their number grows slightly more slowly than their density at the surface.

**Q.** You kept one small correction and discarded others. How large is the next?

**A.** Integrate by parts once more. This multiplies $N$ by $1+v\,(dF_s/d\psi_s)/F_s=1+v/(2u)$. To leading order the logarithm of this factor is $v/(2u)$, with derivative $-v/(2u^2)$. Relative to the main slope $1/v$, that is $-v^2/(2u^2)$.

Take 300 K, where $v=25.85$ mV, with $N_A=10^{18}$ cm⁻³ and $n_i=10^{10}$ cm⁻³. Then $\phi_F=0.4762$ V. I work at $\psi_s=1.5\phi_F=0.7143$ V, so $u=0.6885$ V. The retained correction is $v/(2u)=0.0188$ and the next is $0.0007$. The slope factor is $0.9812$ by the formula and $0.9804$ from the numerical solution; the next term accounts for most of that difference.

**Q.** Then put the pieces together.

**A.** The numerator of $S$ is $m$ and the denominator is $(1-v/2u)/v$. Therefore

$$S=\ln 10\;\frac{kT}{q}\;\frac{1+(C_d+C_{it})/C_{ox}}{1-\dfrac{v}{2u}}.$$

Replacing the denominator by one gives the familiar simple formula.

For a semiconductor of relative permittivity 12, $W=30.2$ nm and $C_d=0.352$ µF/cm². With the traps above,

$$m=1+\frac{0.352+0.320}{2.951}=1.228,$$

$$S=59.53\times\frac{1.228}{0.9812}\approx74.5\ \text{mV/decade}.$$

The simple formula gives 73.1 mV/decade.

**Q.** What does the numerical solution add, if it begins from the same physics?

**A.** It tests the approximations made after that physics was chosen. The nonlinear Poisson equation is solved through both dielectric layers and the semiconductor, with mobile electrons and Fermi-occupied traps. The swing is then the finite-difference slope of gate voltage against $\log_{10}N$. It gives 74.54 mV/decade, against 74.48 from the full formula.

The calculation does not test the proportionality of current to $N$, constant mobility or Boltzmann statistics. It also leaves out quantum confinement, leakage and short-channel effects.

Confinement is not a small omission at this doping. The surface field is 0.46 MV/cm, and under a (100) silicon surface the lowest electron level then lies about 0.10 eV above the band edge at the surface. In a triangular well this energy grows as $F_s^{2/3}$, hence as $u^{1/3}$, so it rises by about $0.10/(3u)\approx0.05$ eV per volt of $\psi_s$. This level alone would lower the slope factor to about 0.95. Higher levels are also partly occupied and rise faster; with them the factor is about 0.94. Under (110) and (111) surfaces the mass for motion normal to the surface is lighter, the lowest level lies near 0.14 eV, and the factor is 0.92 to 0.93. That is a larger change than the classical correction kept here. The figures in this discussion are therefore those of a classical model, and confinement alone would make the swing in silicon somewhat larger.

**Q.** Could better materials push $S$ below $\ln10\,kT/q$?

**A.** Not within this model. With positive capacitances $m>1$, and in weak inversion the denominator lies between zero and one. Both factors raise $S$ above 59.5 mV/decade. Even as $C_{ox}\to\infty$, where $m\to1$, the field correction leaves $59.53/0.9812=60.7$ mV/decade at this surface potential.

In the opposite limit, $C_{it}\gg C_{ox},C_d$, one has $m\approx C_{it}/C_{ox}$. The swing grows in proportion to the trap density. Nearly all the gate's added charge is met by traps, and the surface potential hardly moves.

**Q.** So what does the high-k layer buy?

**A.** A larger $C_{ox}$ at the same thickness. Replace its permittivity 20 by 4 and keep all else. The sum of $t_j/\varepsilon_j$ rises from 0.30 to $0.70\,\text{nm}/\varepsilon_0$, and $C_{ox}$ falls to 1.265 µF/cm². Now $m=1+0.672/1.265=1.531$, and $S=92.9$ mV/decade. The comparison holds the trap density fixed; a high-k stack with a poorer interface would lose some or all of this gain.

**Q.** Do traps spoil the swing merely by being there?

**A.** No. They must change their charge during the sweep. If they are too slow, $dQ_{it}=0$ and $C_{it}$ disappears from $m$. Freezing the trap charge in the numerical solution at the same $\psi_s$ gives 67.95 mV/decade, the clean-interface value.

The frozen charge still shifts the gate voltage. For the uniform trap density used here, neutral when the Fermi level is at midgap, the shift is $C_{it}(\psi_s-\phi_F)/C_{ox}=0.320\times0.238/2.951=0.026$ V. The curve moves sideways without changing its slope at that surface potential.

**Q.** Can an ordinary capacitance measurement see the same $m$?

**A.** Yes, if the bias point is the same and the traps respond to the signal as they do to the sweep. Up to the constant fixed charge, the gate charge is $Q_G=C_{ox}(V_G-V_0-\psi_s)$, so

$$C_G=\frac{dQ_G}{dV_G}=C_{ox}\left(1-\frac{d\psi_s}{dV_G}\right)=C_{ox}\left(1-\frac1m\right).$$

Solving for the parallel part,

$$C_d+C_{it}=C_{ox}(m-1)=\frac{C_{ox}C_G}{C_{ox}-C_G}.$$

When the traps follow, the numerical solution gives $C_G=0.5474$ µF/cm², and the right side is $2.951\times0.5474/2.404=0.672$. When they are frozen, $C_G=0.3142$ and the right side is 0.352, which is $C_d$ alone. The difference, 0.320 µF/cm², is $C_{it}$. A slow and a fast signal at one bias therefore separate the traps from the depletion layer, provided the traps follow the first fully and the second not at all. Neither is automatic. These traps lie above midgap and exchange electrons with the conduction band, so the slow signal needs a supply of electrons, such as the source and drain. For the fast signal, the surface electron density here is $10^{14}$ cm⁻³. With a capture cross-section of $10^{-15}$ cm² and a thermal speed of $2\times10^7$ cm/s the trap response time is about 0.5 µs, and some 40% of $C_{it}$ still follows at 1 MHz.

**Q.** I could also get $D_{it}$ from the swing. Does a two per cent correction matter there?

**A.** It does, because the trap term is a difference. Rearranging the full formula,

$$C_{it}=C_{ox}\left[\frac{S}{v\ln10}\left(1-\frac{v}{2u}\right)-1\right]-C_d.$$

Apply it to the clean interface without the bracketed correction:

$$2.951\left(\frac{67.95}{59.53}-1\right)-0.3516\approx0.066\ \text{µF/cm}^2.$$

Since 0.320 µF/cm² corresponds to $2.0\times10^{12}$ cm⁻² eV⁻¹, this means about $4.1\times10^{11}$ cm⁻² eV⁻¹ of traps that do not exist. With the correction the false density falls to about $1.7\times10^{10}$. For the trapped interface the two inversions give $2.45\times10^{12}$ and $2.02\times10^{12}$, against an input of $2.00\times10^{12}$ cm⁻² eV⁻¹.

These figures show that the inversion is consistent within the classical model. They are not the accuracy to expect from a measured swing. In silicon at this doping, confinement lowers the slope factor further, and the full formula would read that as about $10^{12}$ cm⁻² eV⁻¹ of false traps. The slope factor must then come from a calculation that includes confinement.

An error in $C_d$ enters this difference directly, so the doping must be known too.

**Q.** You assumed a uniform trap density. What if it rises toward the band edges?

**A.** Then the density at the Fermi level is the one to use. For a profile rising quadratically from midgap, with $1.63\times10^{12}$ cm⁻² eV⁻¹ at $E_F$, the formula gives 73.3 mV/decade and the numerical solution 73.4. The thermal weight is even about $E_F$, so a linear variation averages out. The upward curvature does not; it makes the average slightly larger than the local value, $1.65\times10^{12}$ cm⁻² eV⁻¹. That accounts for 0.08 of the 0.14 mV/decade difference; the rest is the neglected term in the slope factor.

**Q.** You still owe me the electrons you dropped from Poisson's equation.

**A.** Restore their charge density $-qn_be^{\psi/v}$. The same integration adds $qvn_s/\varepsilon_s$ to $F_s^2/2$, where $n_s=n_be^{\psi_s/v}$ is the surface density. With $r=n_s/N_A=e^{(\psi_s-2\phi_F)/v}$,

$$|Q_s|=\sqrt{2\varepsilon_sqN_A(u+vr)}.$$

Because $dr/d\psi_s=r/v$, the derivative of $u+vr$ is $1+r$. The total semiconductor capacitance is therefore

$$C_s=\frac{d|Q_s|}{d\psi_s}=C_d\,\frac{1+r}{\sqrt{1+vr/u}}\approx C_d(1+r).$$

The last form needs $vr\ll u$, which holds up to about $2\phi_F$ but not in strong inversion. At $1.5\phi_F$, $r=10^{-4}$ and the electrons are negligible in the divider, though they carry the current. Close to $2\phi_F$, the numerical solution has $r=0.92$ and $C_s=1.89\,C_d$.

There the clean-interface swing is 72.6 mV/decade, while the formula gives 66.6. The electrons increase the charge that the gate must supply, and they make $F_s$ rise faster, which slows the growth of $N$. Both effects raise $S$.

**Q.** Then is there one subthreshold swing for a device?

**A.** Not strictly. Even where electrons are negligible, $W$ grows with $\psi_s$, so $C_d$ falls, and the slope factor $1-v/(2u)$ moves closer to one. Both changes lower the swing. For the clean interface the numerical swing goes from 69.0 mV/decade at $1.25\phi_F$ to 67.3 at $1.75\phi_F$, before the rise near threshold. A swing should therefore be quoted with the bias or current range where it was taken. The numerical output lists these values together with a case of lighter doping, where the smaller $C_d$ lowers the swing.

## Computed values

```
temperature 300 K, kT/q 25.852 mV
acceptors 1.0e+18, intrinsic 1.0e+10 cm^-3
semiconductor relative permittivity 12
layer: permittivity 20, 2.0 nm
layer: permittivity 4, 0.8 nm
trap density 2.00e+12 cm^-2 eV^-1
gap in trap model 1.10 eV
Fermi potential phi_F 0.4762 V
surface potential psi_s 0.7143 V
u = psi_s - kT/q 0.6885 V
simulated psi_s 0.7143 V
gate voltage from reference 0.9042 V
depletion width 30.22 nm
C_ox high-k stack 2.9514 uF/cm^2
C_ox low-k stack 1.2649 uF/cm^2
C_d 0.3516 uF/cm^2
C_it 0.3204 uF/cm^2
divider m: formula 1.2277, simulated 1.2277
log-slope factor: formula 0.98122, simulated 0.98044
electron sheet density 5.787e+06 cm^-2
thermal limit ln(10)kT/q 59.53 mV/decade
swing in mV/decade: simulated, full formula, simple formula
  clean interface: 67.95, 67.89, 66.62
  worked example: 74.54, 74.48, 73.08
  low-k stack: 92.97, 92.90, 91.15
  doping 10x lower: 69.98, 69.90, 68.39
frozen traps: swing 67.95 mV/decade
frozen-trap gate voltage shift 25.9 mV
gate capacitance, traps follow 0.5474 uF/cm^2
gate capacitance, traps frozen 0.3142 uF/cm^2
curved traps: Fermi level 0.2381 eV above midgap
  density there 1.630e+12 cm^-2 eV^-1
  swing simulated 73.40, formula 73.26 mV/decade
clean interface toward threshold, swing in mV/decade:
  psi_s/phi_F, simulated, formula, n_s/N_A, C_s/C_d
  1.25, 68.97, 68.89, 1.00e-06, 1.0000
  1.50, 67.95, 67.89, 1.00e-04, 1.0001
  1.75, 67.26, 67.15, 9.99e-03, 1.0098
  2.00, 72.62, 66.58, 9.18e-01, 1.8947
extracted trap density in cm^-2 eV^-1:
  clean, simple formula 4.11e+11
  clean, full formula 1.67e+10
  trapped, simple formula 2.451e+12
  trapped, full formula 2.018e+12
```
